# Counting Oxygen p States under Metal-s Hopping in Disordered M2O3 Networks, part 2

How many oxygen p states keep their energy in a disordered oxide M$_2$O$_3$? The model has $N$ formula units, with one s orbital per metal ($2N$) and three p orbitals per oxygen ($9N$), per spin. Three assumptions are made about the oxygen side: all p orbitals have the same energy $E_p$; different oxygens have no hopping or overlap; oxygens hop only to metal s orbitals. For metal amplitudes $a$ and oxygen amplitudes $b$,

$$H=\begin{pmatrix}H_{ss}&T\\ T^\dagger&E_p\,\mathbb 1\end{pmatrix}.$$

For a metal $m$ bonded to an oxygen $o$, with $\mathbf n$ the unit vector from metal to oxygen and $\alpha$ the p direction,

$$T_{m,o\alpha}=V_{mo}\,n_\alpha .$$

States $a=0$, $b=v$ with $Tv=0$ have energy $E_p$, and

$$\dim\ker T=9N-\operatorname{rank}T\;\ge\;9N-2N=7N .$$

Write $D=H_{ss}-E_p$. If $D$ is positive definite, the sign count of part one gives

$$\operatorname{rank}T \text{ states below } E_p,\quad 9N-\operatorname{rank}T \text{ at } E_p,\quad 2N \text{ above}.$$

A trivalent metal brings three valence electrons and an oxygen four p electrons. These 18 per formula unit fill the states below and at $E_p$.

If all metal levels lie $\Delta$ from $E_p$ and there is no s–s hopping, each singular value $\sigma_j$ of $T$ gives two levels, at $x=E-E_p$:

$$x_\pm=\frac\Delta2\pm\sqrt{\frac{\Delta^2}4+\sigma_j^2}.$$

The example is a fluorite lattice with a random quarter of the oxygens removed, in a periodic box three cells wide: $N=54$, 594 orbitals, cell edge 0.505 nm. Each oxygen has four metals, in a regular tetrahedron when undisplaced. $\Delta=3.0$ eV, and $V=2.0$ eV at the undisplaced bond length of 0.2187 nm, varying as the inverse square of distance, for first neighbours only. In the displaced network every atom is moved at random by up to 0.02 nm along each axis.

At zero phase across the box, the displaced network has 378 states at $E_p$ and its conduction edge at 3.111 eV. The undisplaced one has 379 and 3.000 eV, because the uniform s state, with amplitude $1/\sqrt{2N}$ on every metal, decouples from all oxygens.

Q. A periodic box at a single phase is a special case. In a crystal I have bands. Do the states stay put at every wavevector?

A. Yes. For a Bloch wavevector $\mathbf k$, each hopping element is multiplied by $e^{i\mathbf k\cdot\mathbf d}$, where $\mathbf d$ is the vector from metal to oxygen. This makes $T$ complex and leaves its shape unchanged. If a primitive cell holds $Z$ formula units, $T(\mathbf k)$ has $2Z$ rows and $9Z$ columns, so at every $\mathbf k$ at least $7Z$ states have energy $E_p$. They form flat bands, with zero group velocity in all directions.

The conduction edge is free to move. For the undisplaced network, take $\mathbf k$ along a cubic axis and the uniform s state again. Two of the four bonds of an oxygen have $n_x=+1/\sqrt3$ and two have $n_x=-1/\sqrt3$. Within each pair the $y$ and $z$ components cancel, and the $x$ components add up to

$$\frac{2}{\sqrt3}\left(e^{i\theta}-e^{-i\theta}\right)=\frac{4i}{\sqrt3}\sin\theta,\qquad \theta=\frac{kd}{\sqrt3}=\frac{ka_0}{4},$$

where $d$ is the bond length and $a_0$ the cell edge. There are $3N$ oxygens and the normalization is $1/2N$, so

$$|T^\dagger a|^2=\frac{3N}{2N}V^2\,\frac{16}{3}\sin^2\theta=8V^2\sin^2\frac{ka_0}{4}.$$

The smallest $\sigma^2$ is the minimum of $|T^\dagger a|^2$ over normalized $a$, so this trial state gives an upper bound on it, growing as $k^2$ at small $k$.

For a phase of $\pi$ across the box of three cells, $ka_0/4=\pi/12$. The bound is $\sigma^2\le32\sin^2(\pi/12)=2.14$ eV$^2$, and the undisplaced edge is at most $1.5+\sqrt{2.25+2.14}=3.60$ eV. For the displaced network, a different set of positions, diagonalization at this wavevector gives 3.610 eV, up from 3.111 eV at zero phase. The number of states at $E_p$ is 378 in both cases.

Q. Flat bands mean localized holes, I take it.

A. Flatness by itself does not settle the shape of the eigenstates. In a degenerate space any combination is also an eigenstate, so extended and compact forms may both be available. One can ask whether compact ones exist. Choose $n$ oxygens and let $m$ be the number of metals that touch at least one of them. A state confined to these oxygens has $3n$ amplitudes and must cancel at $m$ metals. Elsewhere there is nothing to cancel. So the cluster holds at least

$$3n-m$$

eigenstates of the whole network at $E_p$, whenever this number is positive.

In the fluorite-derived network the oxygen sites form a simple cubic lattice, and metals occupy the centres of alternate cubes. One oxygen touches four metals: $3-4<0$. Two adjacent oxygens share two metals and touch six: $6-6=0$. For three in a straight row, the middle one shares two metals with each end and the ends share none, so they touch $12-2-2=8$. If the three form a right angle, the two ends also share one metal, which belongs to the middle oxygen as well. Inclusion and exclusion then give $12-2-2-1+1=8$. In both cases $9-8=1$.

Q. So three neighbouring oxygens already trap a state, even with the atoms displaced?

A. Yes, since the count uses only which atoms are bonded. In the example, the first such group found touches eight metals and has a largest oxygen–oxygen distance of 0.331 nm. Altogether 1329 three-oxygen states were found, and the largest residual of the eigenvalue equation was $1.8\times10^{-15}$ eV. They overlap heavily and are not independent. Together they span 371 of the 378 dimensions at $E_p$. The seven missing dimensions need states on more than these three-oxygen groups; their form was not examined.

The consequence for motion can be stated without choosing a basis. A state in the space $Tv=0$ evolves as $v(t)=e^{-iE_pt/\hbar}v(0)$. A hole prepared in a three-oxygen state stays there. A hole placed on one p orbital is a different matter, because that orbital generally also has a part outside this space, and that part moves.

Q. What if the metal s level lies below the oxygen level instead of above it?

A. The bound of $7N$ remains, because it never used the order of the levels. The oxygen states that couple to the metals are now pushed up instead of down. If $D=H_{ss}-E_p$ is negative definite, apply the sign count of part one to $-(H-E_p)$, whose metal block $-D$ is positive definite. It gives $\operatorname{rank}T$ states above $E_p$ and $2N$ below.

This order is the relevant one for a trivalent metal that keeps a filled s pair. Such a metal adds two electrons per atom, or four per formula unit, so 22 electrons fill all eleven states per spin. The valence top is then made of the states pushed above $E_p$, which contain metal s character and can disperse, while the flat states lie beneath them. Under the three oxygen-side assumptions, this order of levels removes one obstacle to mobile holes. It does not guarantee them: disorder can still localize the states at the valence top, and a hole may distort the lattice around it. The displaced network of the example shows the first of these. With $\Delta=-3.0$ eV its top level lies at 5.20 eV, is unchanged to 0.001 eV by a phase of $\pi$ across the box, and is spread over only about 40 of the 594 orbitals. The model also has no conduction band in this case, since all its states are filled. The metal p orbitals that would supply one are left out, and they too couple to the oxygens.

Q. Now the assumptions. Oxygen levels in a disordered solid are surely not equal.

A. They are not. If all of them differ, the degeneracy is in general lost. If $q$ orbitals still share one level, the same count applied to those orbitals alone leaves at least $q-2N$ states at it, whenever this number is positive. How far the levels move can be bounded. Add a Hermitian matrix $W$ to the oxygen block, with extreme eigenvalues $w_{\min}$ and $w_{\max}$. For a normalized state $(a,b)$ the added energy is $b^\dagger Wb$, and since $b^\dagger b\le1$,

$$\min(0,w_{\min})\le b^\dagger Wb\le\max(0,w_{\max}).$$

The $k$-th lowest eigenvalue of a Hermitian matrix is the smallest value, over all $k$-dimensional subspaces, of the largest expectation value within the subspace. The $k$ lowest eigenvectors attain it, and any other $k$-dimensional subspace shares a vector with the span of eigenvectors $k$ and higher, so it cannot do better. Adding $W$ changes every expectation value by an amount within the stated limits, so each ordered level moves by an amount within them too. This is Weyl's inequality.

For oxygen levels with an rms spread of 0.3 eV, drawn independently for each orbital, the limits are $-0.898$ and 0.944 eV. The 378 highest valence levels, which were at $E_p$ before, now run from $-0.68$ to 0.78 eV with standard deviation 0.27 eV.

Q. Why is that smaller than 0.3 eV?

A. To first order the new levels are the eigenvalues of $PWP$, where $P$ projects on the space $Tv=0$. For independent orbital energies $w_i$ of variance $s^2$ and zero mean, the expected mean square of these eigenvalues is

$$\frac{\langle\operatorname{tr}PWPW\rangle}{7N}=\frac{1}{7N}\sum_{ij}|P_{ij}|^2\langle w_iw_j\rangle=\frac{s^2}{7N}\sum_iP_{ii}^2 .$$

The diagonal elements add up to $7N$ over $9N$ orbitals. If they were all equal, each would be $7/9$, and the result would be $7s^2/9$. The spread is then $0.3\sqrt{7/9}=0.26$ eV. Unequal elements can only raise this expected value, here very little, and a single random draw may fall on either side of it. A state spread over several orbitals averages their energies.

Q. And the hopping that you left out?

A. There are three kinds to size, each with rough parameters and with the network held fixed. "Levels" below means the 378 highest valence levels. Some bonding states lie close to $E_p$ from the start, so with added couplings this label by order includes some mixing with them.

Oxygen–oxygen hopping was taken as 0.5 eV for orbitals along the line joining the atoms and $-0.1$ eV for orbitals across it, at 0.2525 nm, with a decay length of 0.06 nm. The levels then run from $-1.11$ to 1.15 eV, with standard deviation 0.61 eV.

Metal p orbitals were placed 9.0 eV above $E_p$, with hopping 2.0 eV along the bond and $-0.5$ eV across it. Lying higher, they push the oxygen levels down, by 0.68 eV on average, with standard deviation 0.58 eV. Second-order repulsion from four metals, averaged over the three p orbitals, gives a similar size:

$$\frac{4}{3}\,\frac{2.0^2+2\times0.5^2}{9.0}=0.67\ \text{eV}.$$

This estimate averages over all p orbitals, not only over the 378 levels, and omits higher orders, so it checks the size and no more.

Metal d orbitals were placed 14.0 eV below $E_p$ with a hopping of 1.0 eV along the bond. Hopping across the bond was set to zero. They push the levels up by 0.11 eV on average and by 0.31 eV at most. These figures are on the low side: an across-bond term of $-0.46$ eV raises them to 0.15 and 0.48 eV.

Q. Does any counting argument survive with more metal orbitals?

A. With $g$ orbitals per metal there are $2g$ equations per formula unit, so at least $9-2g$ states per unit remain when this is positive. For s and p together $g=4$, and one state per unit is protected. The diagonalization finds 54 states at $E_p$, one for each of the 54 units. For s and d together $g=6$ and $9-12<0$, so nothing is guaranteed, and none is found exactly at $E_p$ for the displaced atoms. The loss is gradual: with d hopping along the bond only, 89 levels still lie within 0.01 eV of $E_p$, and for undisplaced atoms 90 states sit exactly there. The figure of seven therefore belongs to s hopping alone.

Q. Put it beside real indium oxide. Should I believe in seven degenerate states?

A. No. With all four neglected effects included, the levels extend from $-2.48$ to 1.41 eV, a width of 3.9 eV, with standard deviation 1.09 eV. Thermal energy at 300 K is 0.026 eV, about forty times smaller than that standard deviation. Oxygen–oxygen hopping produces the largest spread of any single effect here, closely followed by the metal p orbitals, which cause the largest mean shift.

The real material has a gap of roughly 3 eV, a conduction band with strong metal-s character, and an oxygen-p valence band several eV wide. The undisplaced bond length of the example, about 0.22 nm, and its gap of about 3.1 eV are roughly those of the material. Its spread of bond lengths, and coordinations from 3 to 8, are far broader than expected in a relaxed oxide, and its oxygen neighbours at 0.2525 nm are rather close. The gap falls from 3.11 to 1.66 eV when all four effects are added with $\Delta$ held at 3.0 eV. These are values for one random draw in one box. Other draws and larger boxes give 3.11 to 3.14 eV and 1.61 to 1.69 eV for the two gaps, 1.07 to 1.11 eV for the standard deviation above, and band ends that move by about 0.05 eV. That is a property of these unrefitted parameters and is no prediction for the material. Spin–orbit coupling, electron correlation and the distortion of the lattice around a hole are left out altogether.

Q. Then what does the count tell me about a real oxide?

A. It separates two causes. Hopping between oxygen p and metal s orbitals, however irregular, cannot by itself give dispersion or spread to more than two of the nine p states per formula unit. If all eigenvalues of the metal block $H_{ss}$ lie above $E_p$, it cannot disperse the valence top either. Whatever width is found there needs the terms sized above or others outside the model. The causes do not simply add: once oxygen–oxygen hopping is present, switching on the s–p hopping changes the standard deviation of the 378 levels from 0.52 to 0.61 eV, while their top hardly moves. The main computed values are in the numerical output.

## Calculated quantities

```
formula units N: 54; metals 108; oxygens 162; orbitals 594
cell edge 0.505 nm; box edge 1.515 nm; ideal M-O distance 0.2187 nm
largest displacement per axis: 0.02 nm
M-O distances: 0.174 to 0.266 nm
metal coordination: 3 to 8, mean 6.00
E_s - E_p = 3.0 eV; s-p hopping at ideal distance = 2.0 eV
states below / at / above E_p: 108 / 378 / 108
states at E_p per formula unit: 7.000
largest metal weight in states at E_p: 8.2e-30
singular values of T: 0.588 to 6.526 eV, rms 4.976 eV
bonding levels: -5.196 to -0.111 eV from E_p
bonding level at rms singular value: -3.697 eV
conduction levels: 3.111 to 8.196 eV from E_p
undisplaced atoms: states at E_p 379, conduction edge 3.000 eV
Bloch phase pi across box: states at E_p 378, conduction edge 3.610 eV
metal disorder and s-s hopping, below/at/above: (108, 378, 108)
  lowest H_ss eigenvalue 1.711 eV; conduction edge 1.955 eV
random points, 8 units, with overlap: 56 states at E_p = -1.7 eV
three-oxygen state: touches 8 metals, largest O-O distance 0.331 nm
three-oxygen states found 1329, spanning 371 of 378 dimensions
largest residual of three-oxygen states: 1.8e-15 eV
rough inputs: O level rms 0.3 eV; O-O sigma 0.5, pi -0.1 eV
  at O-O distance 0.2525 nm, decay length 0.06 nm
  metal p level 9.0 eV, sigma 2.0, pi -0.5 eV
  metal d level -14.0 eV, sigma 1.0 eV
former E_p states (7N highest valence levels), eV from E_p:
  unequal O levels: mean -0.005, std 0.266, from -0.679 to 0.781, gap 2.332
  O-O hopping: mean 0.167, std 0.609, from -1.111 to 1.146, gap 1.959
  metal p orbitals: mean -0.679, std 0.578, from -1.943 to 0.000, gap 3.072
  metal d orbitals: mean 0.110, std 0.093, from 0.000 to 0.311, gap 2.803
  all four together: mean -0.380, std 1.094, from -2.477 to 1.412, gap 1.660
Weyl window, unequal O levels: -0.898 to 0.944 eV
Weyl window, O-O hopping: -1.506 to 1.151 eV
states left at E_p with metal s and p: 54; with metal s and d: 0
kT at 300 K: 0.0259 eV
```
